The Thermal Electron Mass Does Not Break Chiral Symmetry

**What symmetry and dimensions allow**

Consider electrons with no bare mass in a plasma of electrons, positrons and photons at temperature T and zero chemical potential. Units are ħ = c = k_B = 1, and the metric is (+,−,−,−). An electron with energy ω and momentum p⃗ has the inverse propagator

S⁻¹ = P̸ − Σ,  P̸ = γ⁰ω − γ⃗·p⃗.

The form of the self-energy Σ can be found before any integral is done. In a perturbative diagram with n vertices on the open electron line, that line has n − 1 internal propagators. Each vertex carries one gamma matrix, and so does each massless propagator, since it is proportional to K̸/K². The total is 2n − 1, an odd number. Closed electron loops supply only numerical factors with vector indices. Because γ⁵ anticommutes with each γ^μ,

γ⁵Σ + Σγ⁵ = 0.

This is the condition for chiral symmetry. Under ψ → exp(iαγ⁵)ψ, a term ψ̄Mψ becomes ψ̄ exp(iαγ⁵) M exp(iαγ⁵) ψ. If M anticommutes with γ⁵, the two exponentials cancel. If M is the unit matrix, they combine to exp(2iαγ⁵), and the term changes.

The condition leaves γ^μ and γ^μγ⁵. Rotations allow only p⃗ as a preferred direction, so define γ_p = γ⃗·p⃗/p with p = |p⃗|. Parity requires Σ(ω,p⃗) = γ⁰Σ(ω,−p⃗)γ⁰. Under this operation γ⁰ and γ_p keep their signs, while γ⁰γ⁵ and γ_pγ⁵ change theirs, so the last two are excluded. What remains is

Σ = aγ⁰ − bγ_p,

with a and b functions of ω and p.

Power counting and dimensions say more. Suppose particles of momentum k about T dominate the loop and the external momentum is soft, meaning much smaller than T. The thermal phase space d³k/k gives T². The factor k in the numerator cancels against the denominator, which is k times an external energy, as the calculation below shows in detail. The leading part is therefore e²T² times a function of dimension 1/energy. At p = 0 that function can only be a number divided by ω:

Σ = C e²T² γ⁰/ω.

Then S⁻¹ = γ⁰(ω − Ce²T²/ω), which vanishes at ω² = Ce²T². A gap appears although Σ has no scalar part. The calculation below gives C = 1/8.

**The belief and its appeal**

The belief is this: the plasma gives the electron a mass m_f = eT/√8; a fermion mass couples left-handed to right-handed fields; therefore the plasma breaks chiral symmetry. The corresponding propagator would be

S⁻¹ = P̸ − m_f,  ω² = p² + m_f².

The reasoning has a sound starting point. An electron at rest in the plasma does have the energy m_f, just as a Dirac particle at rest has an energy equal to its mass. At large momentum the particle energy again approaches the form ω² = p² + constant. The name "thermal mass" suits both facts. The error is to infer the matrix structure of Σ from the position of a pole.

**The loop and its temperature-dependent part**

In Feynman gauge, with K the internal electron momentum, the one-loop diagram is

−iΣ = ∫ d⁴K/(2π)⁴ (−ieγ^μ)(iK̸/K²)(−ieγ_μ)[−i/(P−K)²].

The vertices give (−ie)² = −e², the propagators give i(−i) = 1, and γ^μK̸γ_μ = −2K̸. The right side is therefore 2e² times the integral of K̸/[K²(P−K)²]. Multiplication by i gives Σ = 2ie² times that integral.

At temperature T the internal energy takes the values k₀ = iω_j, with ω_j = (2j+1)πT, and ∫dk₀/(2π) becomes iT Σ_j. Since 2i·i = −2,

Σ = −2e² T Σ_j ∫ d³k/(2π)³ K̸/[K²(P−K)²].

To do the sum, use n_F(z) = 1/(exp(z/T)+1), which has a pole of residue −T at each iω_j. The summand F(k₀) falls off at least as fast as |k₀|⁻³, so the integral of F n_F around a large circle, drawn between the poles, tends to zero. All residues then add to zero, and

T Σ_j F(iω_j) = sum over the poles z of F of n_F(z) Res F(z).

Let s = ±1. The electron poles lie at k₀ = sk, where 1/K² has residue 1/(2sk). Since n_F(−k) = 1 − n_F(k), the temperature-dependent part of n_F(sk)/(2sk) is n_F(k)/(2k) for both signs.

The photon poles lie at k₀ = p₀ + sq, with q = |p⃗−k⃗| and residue 1/(2sq). The external energy p₀ is at first also a fermionic frequency, so exp(p₀/T) = −1 and

n_F(p₀+sq) = 1/(1−exp(sq/T)) = −n_B(sq),

where n_B(z) = 1/(exp(z/T)−1). Since n_B(−q) = −1 − n_B(q), the temperature-dependent part of −n_B(sq)/(2sq) is −n_B(q)/(2q) for both signs. After this step p₀ is continued to ω.

In the photon term, take the photon momentum as the integration variable and call it K_s = (sk, k⃗). The electron momentum there is P − K_s. Both terms then have the same denominator:

Σ_T = −2e² ∫ d³k/[(2π)³2k] Σ_s [n_F K̸_s − n_B(P̸−K̸_s)]/(P−K_s)².

The remaining terms, without n_F or n_B, are the vacuum self-energy. After renormalization it is of order e²P up to logarithms, where P stands for the size of ω and p. For P of order eT it is small compared with e²T²/P, and it is dropped.

**The coefficient e²T²/8**

Because K_s² = 0, the denominator is P² − 2P·K_s. For k of order T and P much smaller than T, it becomes −2P·K_s, and P − K_s in the numerator becomes −K_s. The summand is then

−(n_F+n_B) K̸_s/(2P·K_s).

Let N = (1,n⃗) with n⃗ = k⃗/k. For s = +1, K_s = kN and the factor k cancels from the ratio. For s = −1, K_s = −k(1,−n⃗), and −k cancels. Reversing n⃗ does not change an angular average, so the two signs contribute equally. Together they give −(n_F+n_B)N̸/(P·N). With angle brackets for the average over n⃗, and d³k/(2π)³ = k²dk/(2π²) times that average,

Σ = (e²/2π²) ∫₀^∞ k dk (n_F+n_B) ⟨N̸/(P·N)⟩.

Expanding the distributions in powers of exp(−k/T) gives

∫k n_B dk = T²(1 + 1/4 + 1/9 + …) = π²T²/6,
∫k n_F dk = T²(1 − 1/4 + 1/9 − …) = π²T²/12.

The electron part contributes e²T²/24 and the photon part e²T²/12. Their sum defines m_f²:

Σ = m_f² ⟨N̸/(P·N)⟩,  m_f² = e²T²/8.

This is the hard-thermal-loop self-energy. The expansion fails for photons with k of order P. There n_B ≈ T/k, and their contribution is of order e²T, a fraction P/T of the main term. Gauss–Legendre quadrature of Σ_T shows the size of this correction. For imaginary energy ω = i|ω| and p = 0.8|ω|, the coefficients a and b of Σ_T, taken together as a vector, differ from the soft formula by 0.40% of its length at |ω| = 0.01T and by 0.041% at |ω| = 0.001T.

**Two branches without a scalar term**

Let c be the cosine of the angle between n⃗ and p⃗. Then P·N = ω − pc, and N̸ averages over azimuth to γ⁰ − cγ_p. Two integrals are needed:

L = ½∫₋₁¹ dc/(ω−pc) = (1/2p) ln[(ω+p)/(ω−p)],
½∫₋₁¹ c dc/(ω−pc) = (ωL−1)/p.

The second follows from c = [ω−(ω−pc)]/p. Therefore

S⁻¹ = Aγ⁰ − Bγ_p,
A = ω − m_f²L,  B = p − m_f²(ωL−1)/p.

Since (γ⁰)² = 1, γ_p² = −1 and the two matrices anticommute, (S⁻¹)² = A² − B². The propagator has poles where A = B or A = −B. Written out,

A − B = ω − p − (m_f²/p)[1−(ω−p)L],
A + B = ω + p − (m_f²/p)[(ω+p)L−1].

Set v = ω/p > 1 and Q = pL = ½ ln[(v+1)/(v−1)]. Setting the first line to zero and multiplying by p/(v−1) gives the particle branch. Setting the second to zero and multiplying by p/(v+1) gives the plasmino branch:

particle: p² = m_f²[1/(v−1) − Q],
plasmino: p² = m_f²[Q − 1/(v+1)].

Because dQ/dv = −1/(v²−1), the derivatives of the two brackets are −2/[(v−1)²(v+1)] and −2/[(v−1)(v+1)²]. Both are negative. Each bracket falls from infinity at v = 1 to zero at large v, so each branch has one energy above p for every p > 0.

The modes keep definite chirality. A mode spinor obeys Aγ⁰ψ = Bγ_pψ, or Aψ = Bγ⁰γ_pψ. The matrix γ⁰γ_p is the product of γ⁵ and the spin projection along p⃗, normalized to ±1. Hence chirality times helicity is +1 for the particle, where A = B, and −1 for the plasmino, where A = −B. A scalar mass would mix the two chiralities in each mode; here they stay separate.

**Why one Dirac mass cannot describe them**

At small p, v is large, and Q = 1/v + 1/(3v³) + …. Expanding 1/(v∓1) to order 1/v⁴ and multiplying the branch equations by v² gives

ω² = m_f²[1 ± 2p/(3ω) + p²/ω² + …],

with the upper sign for the particle. Insert ω = m_f ± αp + βp². The terms linear in p give 2m_fα = 2m_f/3, so α = 1/3. On the right, the quadratic terms are −2/9 from the expansion of 1/ω in the middle term and +1 from the last term. Thus α² + 2m_fβ = 7/9, and β = 1/(3m_f):

ω_± = m_f ± p/3 + p²/(3m_f) + ….

A Dirac energy has no linear term. The number of modes also differs. At rest, a Dirac mass allows positive energy only for spinors with γ⁰ψ = ψ, which gives two states. In the plasma S⁻¹ = γ⁰(ω−m_f²/ω) vanishes at ω = m_f for all four spinor components: two particle and two plasmino states meet there.

For p much larger than m_f but still much smaller than T, the particle has v close to 1, and

ω² − p² = p²(v²−1) = m_f²[(v+1)−(v²−1)Q] → 2m_f².

The constant that acts as a squared mass at large p is therefore twice the squared gap. For the plasmino, Q ≈ ½ ln[2/(v−1)] and 1/(v+1) ≈ ½, so

v − 1 → 2 exp(−2p²/m_f²−1).

This last limit belongs to the soft formula. Very close to ω = p, the product P·K can become small for particles moving along p⃗, down to k(ω−p). Neglecting P² beside it remains safe, because P² = (ω−p)(ω+p) shrinks as well and the ratio P²/|2P·K| is at most (ω+p)/(2k). The step that fails is treating the hard internal lines as massless and undamped. They acquire squared masses of order e²T², like the 2m_f² just found. With the line K on its shifted mass shell, the denominator becomes P² − 2P·K plus the difference of the electron and photon squared masses. That difference, e²T²/4 − e²T²/6 = e²T²/12, competes with 2k(ω−p) once ω − p falls to about e²T²/(24k), which is 0.02 e²T for k = 2T. The damping rate γ of the hard electron enters the same denominator as an imaginary term of size 2kγ and is larger: screened electric scattering alone gives γ ≈ 0.04 e²T, and magnetic scattering adds a logarithmically enhanced part. The soft formula cannot be trusted once ω − p is that small.

**How much of the electron each branch carries**

The propagator separates as

S = ½(γ⁰−γ_p)/(A−B) + ½(γ⁰+γ_p)/(A+B).

The weight of a pole is Z = 1/[d(A∓B)/dω]. With dL/dω = −1/(ω²−p²), the particle derivative is

d(A−B)/dω = 1 + (m_f²/p)[L−1/(ω+p)].

On the branch, A − B = 0 divided by ω − p gives m_f²L/p = m_f²/[p(ω−p)] − 1. Substitution yields

d(A−B)/dω = (m_f²/p)[1/(ω−p)−1/(ω+p)] = 2m_f²/(ω²−p²).

For the plasmino, d(A+B)/dω = 1 − (m_f²/p)[L−1/(ω−p)], and A + B = 0 gives m_f²L/p = 1 + m_f²/[p(ω+p)]. The result is the same expression, so for both branches

Z = (ω²−p²)/(2m_f²).

At p = 0 each weight is ½. At large p the particle weight tends to 1 and the plasmino weight to zero, as the approach to one ordinary massless electron requires.

Between these limits some weight lies outside the poles. For |ω| < p the denominator ω − pc can vanish, L has an imaginary part, and the electron can exchange energy with hard plasma particles. This is Landau damping. The function 1/(A−B) has poles at ω₊ and, because A is odd and B even in ω, at −ω₋. It has no complex poles: A − B = ω − p − m_f²⟨(1−c)/(ω−pc)⟩, whose imaginary part has the sign of Im ω. Since 1/(A−B) approaches 1/ω at large |ω|, its total spectral weight is one:

Z₊ + Z₋ + Z_cut = 1.

**A plasma at 100 MeV**

Take T = 100 MeV and the low-energy fine-structure constant α = 0.0072974, without running. The model keeps only electrons, positrons and photons. A real plasma at this temperature also holds muons and charged pions in numbers comparable to the electrons; they leave m_f unchanged at leading order but roughly double the photon's squared thermal mass. Then e = √(4πα) = 0.3028, and

m_f = 0.3028 × 100 MeV/√8 = 10.7 MeV.

The large-momentum mass parameter is √2 m_f = 15.1 MeV. It is approached slowly: at p = 3m_f, already 0.32T, the soft formula gives ω² − p² = 1.79 m_f². Since m_f/T is about 0.1, the separation between soft and hard momenta is moderate, and the energies below are solutions of the leading-order equation, not precise predictions for this plasma.

At p = m_f, numerical root finding gives

particle: ω = 1.571 m_f,
plasmino: ω = 1.111 m_f,
Dirac formula with mass m_f: ω = √2 m_f = 1.414 m_f.

The Dirac value lies between the two modes and matches neither. The weights are

Z₊ = (1.571²−1)/2 = 0.73,
Z₋ = (1.111²−1)/2 = 0.12.

Numerical integration of −Im[1/(A−B)]/π over −p < ω < p, with ω approached from above the real axis, gives Z_cut = 0.15. The three add to one. At p = 1.5 m_f the soft formula gives a plasmino weight of only 0.019. There ω − p is 0.13 MeV, below the scale 0.02 e²T ≈ 0.2 MeV at which the masses and widths of the hard lines matter, so a sharp plasmino pole is not to be expected at that momentum.

The plasmino energy first decreases with p, as its slope −1/3 at the origin shows, and must later rise because it stays above p. Numerical minimization puts the lowest point at p = 0.408 m_f, with ω = 0.928 m_f = 9.93 MeV. A Dirac energy has its minimum at p = 0.

**What a mass that breaks the symmetry does**

The real electron has a bare mass m_e = 0.511 MeV, which does break chiral symmetry. Add it to the inverse propagator and neglect its loop corrections:

S⁻¹ = P̸ − Σ − m_e.

At p = 0, L = 1/ω and the coefficient of γ_p vanishes. A mode obeys γ⁰(ω−m_f²/ω)ψ = m_eψ. For γ⁰ψ = ±ψ this becomes ω² ∓ m_eω − m_f² = 0, whose positive root is

ω = √(m_f²+m_e²/4) ± m_e/2.

The energies are 10.96 and 10.45 MeV, and their difference is m_e = 0.51 MeV. These are roots of the truncated equation. The neglected scalar loop term is proportional to m_e, and soft photons raise it to order e²T m_e/m_f, a fraction of order e of m_e, about 14% in the unresummed Feynman-gauge loop. The correction of relative size P/T found earlier is 3 to 4 percent of Σ at P ≈ 0.1T. At real ω both corrections are almost purely imaginary in the unresummed loop: they signal a width, whose scale e²T/(4π) ≈ 0.7 MeV is comparable with the splitting, so the two pairs need not appear as separate peaks at this temperature. The thermal term lifts all four states together; the bare mass splits them into two pairs. When m_e goes to zero the splitting disappears and the gap m_f remains.

The conclusion concerns perturbation theory around massless electrons. Spontaneous chiral symmetry breaking, should an interaction produce it, would not appear as a scalar term in these diagrams. Corrections beyond the leading soft formula also give the modes a finite lifetime, which is omitted here. The counting of gamma matrices still applies to those perturbative corrections: they can shift and broaden the branches, but they cannot supply the scalar term that the belief requires.
